# Why a susceptor thermocouple does not read the wafer surface temperature

**Q:** My silicon wafer lies on a graphite susceptor heated from below. The thermocouple in the graphite has read 1300 K, without a flicker, for ten minutes. Everything has had time to equalise, so the growth surface must be at 1300 K too. What could keep it colder?

**A:** The heat that passes through it. Take any layer of the stack, with heat capacity $C$ per unit area. Energy conservation says

$$C\,\frac{dT}{dt}=q_{\rm in}-q_{\rm out},$$

with fluxes counted positive upwards, from heater to surface. Ten minutes is ample for every layer to settle, as a calculation below shows, so the left side is zero and $q_{\rm in}=q_{\rm out}$. That does not mean that either flux is zero. Your wafer faces cold walls and cold gas, so heat leaves its surface continuously, and the same flux must arrive through the graphite, the contact and the wafer. A flux through a thermal resistance needs a temperature difference. Equal temperatures belong to thermal equilibrium, which is a stronger condition than steadiness.

**Q:** How much heat can a surface lose at that temperature? The reactor is designed to keep it hot.

**A:** Let the surface be at $T_{\rm top}$, with emissivity $\varepsilon$, facing walls that absorb all the radiation reaching them. Describe the cooling by the gas stream with a coefficient $h_c$. The net loss is

$$q(T_{\rm top})=\varepsilon\sigma\,(T_{\rm top}^4-T_{\rm wall}^4)+h_c\,(T_{\rm top}-T_{\rm gas}),$$

where $\sigma$ is the Stefan–Boltzmann constant. I take an opaque wafer with $\varepsilon=0.70$, walls and gas at 300 K, and $h_c=40$ W/(m² K). At 1300 K the loss would be 153 kW/m². That is the scale of flux the stack must carry.

**Q:** But the wafer touches the susceptor. Surely contact makes their temperatures equal?

**A:** Two stiff, slightly uneven solids touch at few points. I model the rest, which I assume carries the heat, as a uniform hydrogen gap of width $d=50$ µm. Heat crosses it by radiation and through the gas, side by side.

Take the radiation first. The susceptor emits $\varepsilon_s\sigma T_s^4$. The wafer back, with emissivity $\varepsilon_b$, absorbs the fraction $\varepsilon_b$ and reflects $1-\varepsilon_b$. Of this the susceptor returns $1-\varepsilon_s$, and so on. The wafer absorbs in total $E\sigma T_s^4$, with

$$E=\varepsilon_s\varepsilon_b\sum_{n=0}^{\infty}\big[(1-\varepsilon_s)(1-\varepsilon_b)\big]^n=\frac{\varepsilon_s\varepsilon_b}{\varepsilon_s+\varepsilon_b-\varepsilon_s\varepsilon_b}=\frac{1}{1/\varepsilon_s+1/\varepsilon_b-1}.$$

The expression is symmetric, so the wafer sends back $E\sigma T_b^4$. Factorising the difference of fourth powers gives the net flux

$$E\sigma(T_s^4-T_b^4)=h_{\rm rad}(T_s-T_b),\qquad h_{\rm rad}=E\sigma(T_s^2+T_b^2)(T_s+T_b).$$

With $\varepsilon_s=0.85$ and $\varepsilon_b=0.70$, $E=0.623$ and $h_{\rm rad}$ is about 295 W/(m² K) in our case.

**Q:** And the gas? Is it just conductivity divided by gap width?

**A:** That is the dense-gas part, $k_g/d$. There is also a resistance at the surfaces, because molecules strike a wall at a finite rate and each carries only a limited energy. It is larger still if they do not fully take up the wall's temperature. To find it, consider a gap so thin that molecules fly across without colliding. The number striking unit area per second is

$$J=\frac{p}{k_BT}\sqrt{\frac{k_BT}{2\pi m}}=\frac{p}{\sqrt{2\pi mk_BT}}.$$

Each carries $k_BT$ in its motion normal to the wall, since fast molecules strike more often; $\tfrac12k_BT$ in each of two sideways directions; and $k_BT$ in rotation, hydrogen being diatomic. The sum is $3k_BT$, with vibration neglected. Near 1280 K the internal heat capacity of hydrogen is about $1.3k_B$ rather than $k_B$; if that extra energy were exchanged equally well, the conductance $h_{\rm fm}$ below would be about 9 % larger.

Now let a fraction $a$ of the molecules adopt the wall temperature, while the rest keep the temperature with which they arrived. The streams leaving susceptor and wafer then have temperatures

$$T_s'=aT_s+(1-a)T_b',\qquad T_b'=aT_b+(1-a)T_s'.$$

Subtracting,

$$T_s'-T_b'=a(T_s-T_b)-(1-a)(T_s'-T_b')\;\Rightarrow\; T_s'-T_b'=\frac{a}{2-a}(T_s-T_b).$$

In the steady state equal numbers fly each way, so the net energy flux is $3k_BJ(T_s'-T_b')$, and the conductance is

$$h_{\rm fm}=\frac{a}{2-a}\,\frac{3k_B\,p}{\sqrt{2\pi mk_BT}}.$$

For intermediate densities I add the two resistances, $1/h_{\rm gas}=d/k_g+1/h_{\rm fm}$. This is an interpolation between the two limits, not a derivation from the full kinetic equation.

With $k_g=0.50$ W/(m K), $a=0.30$, 760 Torr and $T=1300$ K in $h_{\rm fm}$, the terms are 100 and 26 mm² K/W. Hence $h_{\rm gas}$ is about 7920 W/(m² K), far more than the radiation carries.

**Q:** So the gap conducts well. Does that not rescue me?

**A:** It limits the drop without removing it. The flux $q$ passes in turn through the graphite above the junction (thickness $L_s$, conductivity $k_s$), the gap, and the wafer ($L_w$, $k_w$). The three drops are

$$T_{\rm tc}-T_s=q\frac{L_s}{k_s},\qquad T_s-T_b=\frac{q}{h_{\rm gas}+h_{\rm rad}},\qquad T_b-T_{\rm top}=q\frac{L_w}{k_w}.$$

Added together, the intermediate temperatures cancel:

$$\Delta T\equiv T_{\rm tc}-T_{\rm top}=qR,\qquad R=\frac{L_s}{k_s}+\frac{1}{h_{\rm gas}+h_{\rm rad}}+\frac{L_w}{k_w}.$$

This assumes one-dimensional flow, constant conductivities and a junction at the local graphite temperature. The drop vanishes only if $q=0$ or $R=0$.

Take 5.0 mm of graphite with 50 W/(m K), and a 0.725 mm wafer with 25 W/(m K). The surface temperature must satisfy the loss law and $\Delta T=qR$ together; the numerical solution is $T_{\rm top}=1264.9$ K. There the surface radiates 101.3 kW/m² net and gives the gas $40\times964.9$ W/m², or 38.6 kW/m², so $q=139.9$ kW/m². The drops are:

- graphite: 100.0 mm² K/W, giving 14.0 K
- gap: 121.7 mm² K/W, giving 17.0 K
- wafer: 29.0 mm² K/W, giving 4.1 K

In total, $139.9\times10^3\times250.7\times10^{-6}=35.1$ K. Your surface is near 1265 K, or 992 °C, while the thermocouple says 1300 K. The contact accounts for about half of the difference, and the solids for the rest. Gas cooling removes more than a quarter of the heat, so radiation is not the sole cause.

**Q:** You found one solution. Could there be another, with the surface at 1300 K?

**A:** No. Imagine raising $T_{\rm top}$. The loss $q$ rises. To carry it, $T_s=T_{\rm tc}-qL_s/k_s$ must fall and $T_b=T_{\rm top}+qL_w/k_w$ must rise, so the flux that the gap can deliver falls. A rising curve and a falling curve cross once at most.

They do cross between the surroundings and the thermocouple. With the surface as cold as the surroundings, nothing is lost and the gap delivers heat. With the surface at $T_{\rm tc}$, heat is lost, but $T_s<T_b$ and the gap would carry heat downwards.

The same argument shows why the state is stable, at least for a thin wafer treated as one temperature above a fixed susceptor surface. If it is too hot, loss exceeds supply and it cools; if it is too cold, it warms.

**Q:** Can I estimate the drop without solving a fourth-power equation?

**A:** Yes, if you know $R$. Write $q_0=q(T_{\rm tc})$ and $h=q'(T_{\rm tc})=4\varepsilon\sigma T_{\rm tc}^3+h_c$. For surroundings colder than the thermocouple, $T_{\rm top}<T_{\rm tc}$, and because $q$ increases with temperature, $\Delta T=Rq(T_{\rm top})\le Rq_0$.

For a lower bound, note that $q''=12\varepsilon\sigma T^2\ge0$. The curve therefore lies on or above its tangent at $T_{\rm tc}$, so $q(T_{\rm top})\ge q_0-h\Delta T$. Multiply by $R$ and use $Rq(T_{\rm top})=\Delta T$:

$$\Delta T\ge Rq_0-Rh\,\Delta T\quad\Rightarrow\quad \frac{Rq_0}{1+Rh}\le\Delta T\le Rq_0.$$

Here $h=389$ W/(m² K), and the bounds are 35.0 and 38.4 K. Strictly, $R$ must be taken at the solution, since $h_{\rm rad}$ depends on temperature; here radiation is a small part of the gap conductance, so $R$ hardly changes. The lower bound is close because the loss curve bends little over 35 K.

**Q:** I still suspect a transient. Suppose I could prepare the whole stack at exactly 1300 K. Would it not stay there?

**A:** It would leave that state at once, because its surface is losing heat with no gradient to replace it. I followed this start by integrating the heat flow in time, with the thermocouple plane held at 1300 K. The volumetric heat capacity is density times specific heat: 1800 kg/m³ and 1900 J/(kg K) for graphite, 2330 kg/m³ and 900 J/(kg K) for silicon. The drop grows as follows:

- 0 s: 0 K
- 0.3 s: 19.1 K
- 1 s: 29.4 K
- 3 s: 34.6 K
- 10 s: 35.1 K
- 600 s: 35.1 K

The early values depend on the heat capacities: with 980 J/(kg K) for silicon, closer to its value at this temperature, the 0.3 s entry is 18.4 K. The final drop does not depend on them. Waiting establishes the difference. Starting the stack at 600 K instead leads to the same final drop, within 0.005 K.

**Q:** Then show me that the loss is responsible. What if nothing can escape?

**A:** Put the walls and the gas at 1300 K as well, and start the stack at 1000 K. After 600 s the calculated drop is 0.00 K, with the same gap and the same resistances. In that enclosure your belief is correct.

Now raise the surroundings to 1400 K, still holding the thermocouple at 1300 K. Heat flows downwards, $q$ is negative, and the surface settles 9.8 K hotter than the thermocouple. So "the wafer is colder than the reading" holds for heating from below with net loss above. Strong lamp heating from above can reverse it.

**Q:** What happens if I pump the reactor down? With less gas there is less cooling, so the reading should improve.

**A:** The gap loses gas too. At 40 Torr, with $h_c$ and everything else held fixed, $1/h_{\rm fm}$ grows nineteenfold. The gas conductance of the gap falls to about 1670 W/(m² K), and the drop rises to about 80 K. This figure is good only to a few kelvin: a kinetic (BGK) solution for the gap gives 3.5 % less conductance than the interpolation and a drop of 81.5 K, while the full heat capacity of hydrogen and the mean gap temperature give 76 K. At 760 Torr the same changes move the drop by 0.3 K or less.

The limit of no gas at all can be solved by hand if the walls are very cold and the solids conduct perfectly. What crosses the gap must be radiated from the top:

$$E\sigma(T_{\rm tc}^4-T_{\rm top}^4)=\varepsilon\sigma T_{\rm top}^4
\quad\Rightarrow\quad
\frac{T_{\rm top}}{T_{\rm tc}}=\left(\frac{E}{E+\varepsilon}\right)^{1/4}.$$

With $E=0.623$ and $\varepsilon=0.70$ the ratio is 0.828, so the wafer is 223 K colder than the thermocouple. Neither the gap width nor $\sigma$ appears: radiation is both the supply and the loss. Restoring the solid resistances and the 300 K walls gives 227 K. The flux is then only 52 kW/m², less than half that at atmospheric pressure, yet the drop is more than six times larger. Flux and resistance both matter.

**Q:** Very well. At atmospheric pressure I shall subtract 35 K from every reading.

**A:** That works only while the gap, pressure, emissivities, gas cooling, surroundings and set temperature stay the same. Change one at a time, with the thermocouple at 1300 K. If the gap is 100 µm instead of 50 µm, the drop becomes 46 K. If a surface film lowers the front emissivity from 0.70 to 0.60, it becomes 32 K, and the surface warms by about 3 K. The thermocouple reports neither change, because the controller holds its reading fixed.

A bowed wafer has a different gap at each radius. Does sideways conduction smooth this out? For a small local deviation $\theta$ of the wafer temperature, with the susceptor surface taken at a fixed temperature, the balance along the wafer is

$$k_wL_w\theta''=(h_{\rm gas}+h_{\rm rad}+h_{\rm loss})\,\theta,$$

where $h_{\rm loss}$ is the slope of $q$ at $T_{\rm top}$. Deviations therefore decay over the length $\sqrt{k_wL_w/(h_{\rm gas}+h_{\rm rad}+h_{\rm loss})}$, here 1.45 mm (about 1.5 mm if the temperature change across the wafer thickness is resolved). Gap variations extending over a few centimetres therefore remain largely visible as temperature variations. On the scale of a whole wafer the susceptor matters too: if the heater fixes the flux rather than the graphite temperature, the graphite warms under a wide gap, and for a susceptor 5 to 10 mm thick a variation with a period of 15 cm keeps only 55 to 70 % of its size.

**Q:** Would a pyrometer aimed at the wafer settle the matter?

**A:** It looks at the right object, but it measures light, and needs the emissivity $\varepsilon_\lambda$ at its own wavelength. At $\lambda=0.95$ µm and our temperature, $c_2/(\lambda T)$ is about 12, where $c_2=hc/k_B$ and $h$ is now Planck's constant. The Planck law then reduces to Wien's form, and the signal is proportional to $\varepsilon_\lambda e^{-c_2/(\lambda T)}$. An instrument set to emissivity $\varepsilon_{\rm set}$ reports the $T'$ that satisfies

$$\varepsilon_{\rm set}\,e^{-c_2/(\lambda T')}=\varepsilon_\lambda\,e^{-c_2/(\lambda T)}
\quad\Rightarrow\quad
\frac1{T'}=\frac1T+\frac{\lambda}{c_2}\ln\frac{\varepsilon_{\rm set}}{\varepsilon_\lambda}.$$

Let $\varepsilon_\lambda=0.70$. Uncorrected, with $\varepsilon_{\rm set}=1$, the pyrometer reads 1228 K, which is 37 K below the true surface temperature. It then disagrees with the thermocouple by 72 K, of which 35 K is a real temperature difference and 37 K is an emissivity error. With the setting 5 % too high, at 0.735, it reads 5 K low. An imperfectly corrected pyrometer can thus still reveal the drop, provided that stray light is kept out and the wafer is opaque at that wavelength.

**Q:** Perhaps the thermocouple itself is wrong, and the graphite is not at 1300 K.

**A:** Its stem can leak heat to the cold end. For a stem of diameter $D$ and conductivity $k$, in a well with a gas film of thickness $\delta$, conduction along the stem balances exchange around its rim:

$$k\frac{\pi D^2}{4}\theta''=\frac{k_g}{\delta}\pi D\,\theta
\quad\Rightarrow\quad \ell=\sqrt{\frac{kD\delta}{4k_g}}.$$

Here $\theta$ is the difference from the graphite, which I take to be at one temperature along the stem, as in a horizontal well. With no flux through the tip, its error is the difference at the well mouth divided by $\cosh(H/\ell)$, where $H$ is the depth. For $D=1.5$ mm, $k=25$ W/(m K), $\delta=0.2$ mm and $H=20$ mm, $\ell=1.94$ mm. Even with the mouth of the well at 300 K, the tip error is 0.07 K with the film treated as flat, and 0.03 K when its curvature around the stem is included. A well drilled upwards from below is less kind. If the graphite along it cools towards the wafer at the rate found above, $q/k_s=2.8$ K/mm, the stem brings heat up from hotter graphite, and a tip that exchanges no heat through its end reads about $\ell q/k_s$, or 5 K, too high. The surface is then colder still than the estimate above. The end contact matters: with a 0.2 mm gas film at the tip the error is nearer 4 K, and a tip pressed against the graphite reads about 1 K below the undisturbed graphite at its depth. Ageing of the thermocouple is a separate matter, not included here. A perfect thermocouple still reports the graphite around it.

**Q:** How far should I trust the 35 K for my own reactor?

**A:** As a size, not as a calibration. The material values are rough typical ones for silicon epitaxy in atmospheric hydrogen; 1300 K is towards the cool side for growth from chlorosilanes. The uniform gap is an idealisation, since a wafer can bow, and doubling its width moved the drop from 35 to 46 K. Real walls and gas are often warm: with both at 800 K the drop is 27 K. Real walls also reflect. If they absorb 80 % of what reaches them, treated as a parallel plate, the drop falls to 32 K.

Two other omissions are smaller. Deposition at 1 µm/min, with an assumed 200 kJ/mol, involves 0.28 kW/m², about 0.2 % of $q$. And hot silicon is opaque to most of the susceptor's glow: a Drude estimate with about $6\times10^{18}$ electrons per cm³, and as many holes, gives an optical depth of roughly 40 at 3 µm and 10 at 1.5 µm. These values halve if the assumed mobilities are doubled, and even then well under 1 % of the glow passes through. That would not hold for a cool, lightly doped wafer, through which the susceptor could radiate directly.

**Q:** So what is my steady 1300 K good for?

**A:** It is a repeatable control signal. Calibrate it against a measurement of the surface, under the gas, pressure and wafer conditions you will use, and repeat the calibration when they change or as the thermocouple ages. The numerical output below gives the values for this example.

## Calculated quantities

```
Thermocouple 1300 K; walls and gas 300 K
Emissivity: front 0.70, back 0.70, susceptor 0.85
Gas cooling coefficient 40 W/(m2 K)
Graphite above junction 5.0 mm, 50 W/(m K)
Wafer 0.725 mm, 25 W/(m K)
Gap 50 um, hydrogen 0.50 W/(m K), 760 Torr, accommodation 0.30
Exchange factor E across gap 0.6230
Free-molecular conductance 38117 W/(m2 K)
Gas conductance of gap 7922 W/(m2 K)
Radiative conductance of gap 294.6 W/(m2 K)
Surface radiation loss 101.30 kW/m2
Surface gas-cooling loss 38.60 kW/m2
Total flux q 139.89 kW/m2
Resistance graphite 100.0 mm2 K/W; drop 13.99 K
Resistance gap 121.7 mm2 K/W; drop 17.03 K
Resistance wafer 29.0 mm2 K/W; drop 4.06 K
Resistance total 250.7 mm2 K/W; drop 35.07 K
Susceptor top 1286.01 K; wafer back 1268.98 K
Wafer surface 1264.93 K = 991.78 degC
Loss at thermocouple temperature q0 153.04 kW/m2
Slope of loss at thermocouple temperature 388.8 W/(m2 K)
Bounds on drop: 34.96 K to 38.37 K
Drop after an isothermal start, thermocouple held constant:
  t =   0.0 s: 0.00 K
  t =   0.3 s: 19.10 K
  t =   1.0 s: 29.40 K
  t =   3.0 s: 34.58 K
  t =  10.0 s: 35.07 K
  t =  60.0 s: 35.07 K
  t = 600.0 s: 35.07 K
Surroundings at 1300 K, wafer started at 1000 K: drop after 600 s 0.00 K
Surroundings at 1400 K: drop -9.83 K (surface hotter)
40 Torr: gas conductance 1671 W/(m2 K), drop 79.85 K
Vacuum, no gas cooling: surface 1072.7 K, drop 227.3 K, flux 52.24 kW/m2
Ideal vacuum ratio T_top/T_tc 0.8284, drop 223.1 K
Gap 100 um: drop 46.37 K
Front emissivity 0.60: drop 31.71 K
Pyrometer 0.95 um, spectral emissivity 0.70: uncorrected reading 1228.34 K, 36.59 K low
Emissivity set to 0.735: reading 1259.79 K, 5.13 K low
Neglected: wall absorptance 0.80 instead of 1: drop 31.56 K
Neglected: heat of deposition at 1 um/min and 200 kJ/mol 0.277 kW/m2
Neglected: lateral spreading length in wafer 1.45 mm
Stem: diameter 1.5 mm, 25 W/(m K), depth 20 mm, gas film 0.2 mm
Neglected: stem decay length 1.94 mm, junction error 0.065 K
Hot silicon: carrier density 5.9e+18 cm-3, optical depth at 3 um 37
```
